# The Critical Composition Gradient for a Spherical Silicide Nucleus

In a model of TiSi₂ forming inside a 6.3 nm amorphous Ti–Si layer at 500 °C, a nucleus held spherical must pass a barrier of 2.10 eV at radius 0.71 nm, and it then stops growing at 1.11 nm; a nucleus free to flatten passes at about 2.00 eV and does not stop. In a 4.0 nm layer with the same end compositions there is neither a barrier radius nor a stopping radius: the energy of a sphere rises at every size. A flattened nucleus in that thin layer can nevertheless grow, once it has passed a barrier of at most 3.04 eV. A barrier exists even without a composition gradient, but the gradient raises it, creates the stopping radius and prevents spheres from growing in the thinner layer. The gradient has two thresholds, one for spheres and one for nuclei of any shape.

## Setting and assumptions

Let \(c\) be the silicon fraction, and let \(g_p(c)\) and \(g_s(c)\) be the free energies per atom of the parent and of the silicide. The local driving force is \(f(c)=g_p(c)-g_s(c)\), positive where transformation releases energy.

1. The parent has a uniform, frozen gradient \(G>0\) along \(x\), and extends beyond the nucleus.
2. The transformation is polymorphic: each slice becomes silicide without changing its composition.
3. Both phases have the same atomic density \(n\).
4. Near its maximum, at \(c^*\), the driving force is
\[
f(c)=f^*-\tfrac12\alpha(c-c^*)^2,\qquad f^*>0,\quad \alpha=g_s''-g_p''>0 .
\]
5. The interface energy \(\gamma\) is isotropic and independent of size and composition. Strain and pre-existing interfaces are left out.

There is no linear term in assumption 4 because \(f'(c^*)=0\). Write \(g=nf^*\) and \(\kappa=n\alpha\), both energies per volume. For a body of surface area \(S\), the energy relative to untransformed parent is
\[
\Delta G=\gamma S-n\int f\,dV .
\]

## The fifth-power term

**Lemma 1.** A sphere of radius \(R\) centred where \(c=c^*\) has
\[
\Delta G(R)=4\pi\gamma R^2-\frac{4\pi}{3}gR^3+\frac{2\pi}{15}\kappa G^2R^5 .
\]
Displacing its centre by \(x_0\) along the gradient adds \(\tfrac12\kappa G^2x_0^2V\), where \(V=4\pi R^3/3\).

*Proof.* With \(x\) measured from the centre, \(c-c^*=G(x_0+x)\), so
\[
-n\int f\,dV=-gV+\tfrac12\kappa G^2\int(x_0^2+2x_0x+x^2)\,dV .
\]
The middle term integrates to zero by symmetry. A slice at \(x\) has area \(\pi(R^2-x^2)\), hence
\[
\int x^2dV=\pi\int_{-R}^{R}(R^2x^2-x^4)\,dx
=\pi\left(\frac{2R^5}{3}-\frac{2R^5}{5}\right)=\frac{4\pi R^5}{15}.
\]
Half of this times \(\kappa G^2\) is the fifth-power term. ∎

The penalty arises because a larger sphere reaches compositions that suit the silicide less well. Its sign depends on assumption 2. Suppose instead that the nucleus mixes internally to its mean composition, which is \(c^*\) for a centred sphere, while the parent stays frozen. Then \(g_s\) is constant inside, and expanding \(g_p\) to second order gives
\[
-n\int[g_p(c)-g_s(c^*)]\,dV=-gV-\frac{2\pi}{15}n\,g_p''G^2R^5 .
\]
For a convex parent, \(g_p''>0\), the gradient now helps the nucleus, and the theorem below does not apply.

## The threshold for spheres

**Theorem 1.** Under assumptions 1–5, a centred spherical nucleus has a local energy minimum at some \(R>0\) if and only if
\[
G<G_c=\frac{\sqrt2}{3}\,\frac{g^{3/2}}{\gamma\sqrt{\kappa}} .
\]
For \(G\ge G_c\) no displaced sphere has one either.

*Proof.* Put \(R_1=3\gamma/g\), \(s=R/R_1\) and \(u=G/G_c\). The first two terms of \(\Delta G\) have equal scales:
\[
4\pi\gamma R_1^2=\frac{4\pi}{3}gR_1^3=\frac{36\pi\gamma^3}{g^2}.
\]
Since \(\kappa G^2=2u^2g^3/(9\gamma^2)\), the third has the scale
\[
\frac{2\pi}{15}\cdot\frac{2u^2g^3}{9\gamma^2}\cdot\frac{243\gamma^5}{g^5}
=\frac{u^2}{5}\,\frac{36\pi\gamma^3}{g^2}.
\]
With the classical barrier \(W_0=16\pi\gamma^3/(3g^2)\), the common factor is \(27W_0/4\), so
\[
\Delta G=\frac{27}{4}W_0\left(s^2-s^3+\frac{u^2s^5}{5}\right),
\]
\[
\frac{d\Delta G}{ds}=\frac{27}{4}W_0\,s\,p(s),\qquad p(s)=2-3s+u^2s^3 .
\]
The cubic starts at \(p(0)=2\) and tends to \(+\infty\). Its derivative \(-3+3u^2s^2\) vanishes for positive \(s\) only at \(s=1/u\), where \(p=2-3/u+1/u=2-2/u\).

If \(u<1\), this lowest value is negative. Then \(p\) changes sign twice, from plus to minus at a barrier and from minus to plus at a minimum. If \(u=1\), \(p\) touches zero at \(s=1\) without changing sign, which gives an inflection. If \(u>1\), \(p\) is positive throughout and the energy rises at every size.

A displaced sphere has \(g\) replaced by \(g-\tfrac12\kappa G^2x_0^2\). If this is positive, its critical gradient is lower than \(G_c\), because \(G_c\propto g^{3/2}\). If it is zero or negative, every term of \(\Delta G\) is non-decreasing in \(R\). Neither case gives a minimum for \(G\ge G_c\). ∎

**Corollary 1.** For \(0<u<1\) the barrier and minimum lie at
\[
s_b=\frac2u\sin\left(\frac{\arcsin u}{3}\right),\qquad
s_m=\frac2u\cos\left(\frac{\arccos(-u)}{3}\right),
\]
and at either one
\[
\Delta G=\frac{27}{20}W_0\,s^2(3-2s).
\]

*Proof.* Stationarity reads \(u^2s^3-3s=-2\). Substituting \(s=(2/u)\sin\phi\) turns the left side into \((8\sin^3\phi-6\sin\phi)/u=-(2/u)\sin3\phi\), so \(\sin3\phi=u\). The root \(\phi=\tfrac13\arcsin u\) is below \(\pi/6\), hence \(s_b<1/u\), on the falling side of \(p\). Substituting \(s=(2/u)\cos\psi\) gives \((2/u)\cos3\psi=-2\), so \(\cos3\psi=-u\). The root \(\psi=\tfrac13\arccos(-u)\) is below \(\pi/3\), hence \(s_m>1/u\), on the rising side. For the energy, insert \(u^2s^3=3s-2\):
\[
s^2-s^3+\frac{s^2(3s-2)}5=\frac{s^2(3-2s)}5 .
\]
Multiplication by \(27W_0/4\) finishes the proof. ∎

For a weak gradient the barrier can be expanded. To first order in \(u^2\), the energy change is the fifth-power term at the classical size \(s=2/3\):
\[
W\simeq W_0+\frac{27}{4}W_0\,\frac{u^2}{5}\left(\frac23\right)^5
=W_0\left(1+\frac{8u^2}{45}\right).
\]
At the other end, \(u\to1\), the barrier tends to \(27W_0/20=1.35W_0\). The spherical barrier therefore stays finite up to \(G_c\), where it merges with the minimum; for steeper gradients neither exists.

**Corollary 2.** The minimum has positive energy for \(\sqrt{20/27}\,G_c<G<G_c\), and negative energy for smaller \(G\).

*Proof.* The energy vanishes at \(s_m=3/2\), where \(u^2=(3s-2)/s^3=(5/2)/(27/8)=20/27\). Along the stationary sizes, \(d(u^2)/ds=6(1-s)/s^4\), which is negative for \(s>1\). A smaller \(u\) thus means a larger \(s_m\) and a negative factor \(3-2s_m\). ∎

Between \(0.861G_c\) and \(G_c\), a sphere at its minimum is metastable against the parent: it can shrink back over the barrier and release energy. Below \(0.861G_c\) it has lower energy than the parent.

## Any shape of driving force

**Proposition 1.** Let \(f\) be positive between \(c_-\) and \(c_+\) and negative outside, and let \(A=\int_{c_-}^{c_+}f\,dc\). No sphere has an energy minimum at \(R>0\) if \(G\ge nA/(4\gamma)\). Just below this value, a sphere centred at the midpoint of the window has one.

*Proof.* For a sphere centred at composition \(c_0\), the bulk energy is \(-n\int_{-R}^{R}\pi(R^2-x^2)f\,dx\). When it is differentiated in \(R\), the end terms vanish because the slice area is zero there. Thus
\[
\frac{d\Delta G}{dR}=8\pi\gamma R-2\pi nR\int_{-R}^{R}f\,dx
=\frac{2\pi R}{G}\left[4\gamma G-n\int_{c_0-GR}^{c_0+GR}f\,dc\right].
\]
The integral cannot exceed \(A\), so the slope is nowhere negative when \(4\gamma G\ge nA\). The integral reaches \(A\) when the sphere spans the whole window, and it falls on either side of that size. For \(4\gamma G\) just below \(nA\), the slope therefore passes from positive to negative and back. ∎

This explains the critical size. At \(G_c\) the sphere reaches from one edge of the window to the other, and the driving force is zero at its two poles. For the parabola the half-width is \(w=\sqrt{2f^*/\alpha}\) and \(A=\tfrac43f^*w\), which returns \(G_c=gw/(3\gamma)\), the formula of Theorem 1.

## Nuclei free to change shape

**Theorem 2.** With \(G_c=nA/(4\gamma)\), no body of any shape has negative energy if \(G\ge2G_c\). If \(G<2G_c\), a sufficiently wide flat nucleus has negative energy.

*Proof.* Let \(A_p\) be the area of the body projected along the gradient. Each line parallel to \(x\) gains at most \(n\int f\,dx=nA/G\), reached when it covers the whole window and nothing outside it. Each line through the body also crosses the surface at least twice, so \(S\ge2A_p\). Therefore
\[
\Delta G\ge A_p\left(2\gamma-\frac{nA}{G}\right),
\]
which is not negative for \(G\ge nA/(2\gamma)=2G_c\). Conversely, a flat cylinder of radius \(p\) filling the window has height \(H=(c_+-c_-)/G\) and energy
\[
\pi p^2\left(2\gamma-\frac{nA}{G}\right)+2\pi pH\gamma .
\]
Below \(2G_c\) the bracket is negative, and the first term wins for large \(p\). ∎

**Theorem 3.** No finite body with a smooth surface is a local energy minimum when its shape is free.

*Proof.* Stretch the body by a factor \(\lambda\) in both directions perpendicular to \(x\). Compositions are unchanged, so the bulk energy becomes \(-B\lambda^2\) with \(B=n\int f\,dV\). A surface element whose unit normal has \(x\)-component \(n_x\) is multiplied by \(\lambda q\), where \(q=\sqrt{n_x^2\lambda^2+1-n_x^2}\). At \(\lambda=1\), where \(q=1\) and \(q'=n_x^2\), the derivatives of \(\lambda q\) are
\[
(\lambda q)'=1+n_x^2,\qquad (\lambda q)''=3n_x^2-n_x^4 .
\]
A minimum needs \(\gamma S'=2B\). The second derivative of the energy is then
\[
\gamma S''-2B=\gamma(S''-S')=-\gamma\int(1-n_x^2)^2dS<0,
\]
because a closed surface cannot have \(n_x^2=1\) everywhere. The body is unstable to lateral stretching or shrinking. ∎

The minimum of Theorem 1 therefore exists only while the nucleus is constrained to stay spherical. The model imposes this constraint and does not explain it. Slight flattening at constant volume changes the area of a sphere only to second order, but it lowers \(\int x^2dV\) to first order. A spherical nucleus at its resting size thus lowers its energy by flattening, and can then spread as a film.

## TiSi₂ in an amorphous Ti–Si layer

The parent is modelled as a regular solution,
\[
g_p=k_BT[c\ln c+(1-c)\ln(1-c)]+\Omega c(1-c),
\]
with \(\Omega=-2.0\) eV and \(k_BT=0.0666\) eV. The silicide is a parabola about \(c=2/3\) with curvature 24 eV, placed 0.050 eV per atom below the parent at that composition. Setting \(f'=0\) gives \(c^*=0.703\), slightly richer in silicon than TiSi₂, because the parent energy rises on that side. There \(f^*=0.0629\) eV and
\[
g_p''=-2\Omega+\frac{k_BT}{c^*(1-c^*)}=4.32\ \text{eV},\qquad
\alpha=24-4.32=19.68\ \text{eV}.
\]
With \(n=70\) nm⁻³, \(g=4.403\) eV/nm³ and \(\kappa=1378\) eV/nm³. Taking \(\gamma=1.248\) eV/nm² (0.20 J/m²),
\[
G_c=\frac{0.4714\times4.403^{3/2}}{1.248\times\sqrt{1378}}=0.0940\ \text{nm}^{-1},
\]
or \(9.4\times10^5\) cm⁻¹. A direct search for a minimum, with the energy integrated over the sphere, gives the same 0.0940 nm⁻¹. The merging radius is \(R_1=3\times1.248/4.403=0.85\) nm, and \(W_0=1.68\) eV.

Let the silicon fraction run linearly from 0.30 to 0.85 across a layer of thickness \(h\), so that \(G=0.55/h\). The critical thickness for spheres is \(0.55/0.0940=5.9\) nm, and flat nuclei are excluded below half of that, 2.9 nm. The minimum changes sign at 6.8 nm.

At 6.3 nm, \(u=0.929\) and \(s_b=0.7082/0.8505=0.833\). The barrier is
\[
1.35\times1.681\times0.833^2\times(3-1.666)=2.10\ \text{eV}.
\]
The minimum, at \(s_m=1.304\), has energy 1.51 eV. It is metastable against the parent, in a well 0.59 eV deep. That is about 9 \(k_BT\), so thermal fluctuations can eventually carry the sphere back over the barrier. At 8.0 nm the minimum is at 1.63 nm with energy −6.8 eV, and the barrier is 1.89 eV. Closer to the threshold the well becomes shallower and holds a nucleus for less time: its depth falls to \(k_BT\) at \(0.981G_c\).

At 4.0 nm, \(u=1.46\), between the two thresholds. Among oblate spheroids the lowest pass to negative energy is 3.04 eV high, or 46 \(k_BT\), with half-axes of 1.20 nm across the gradient and 0.59 nm along it. This is an upper bound on the barrier for free shapes, since other shapes may do better. At \(G_c\) the same family gives 2.07 eV, against 2.27 eV for the sphere.

## The model beside a real contact

Titanium on silicon does form a thin amorphous layer, a few nanometres thick, before crystalline C49 TiSi₂ appears, and the thicknesses found here are also a few nanometres. This is not a test of the model, since all the material parameters are rough and the threshold for spheres is not the thickness at which the silicide first forms. The result is sensitive to the inputs: \(G_c\) varies as \((f^*)^{3/2}\), as \(\alpha^{-1/2}\) and as \(1/\gamma\), so doubling \(\gamma\) alone would double the critical thickness. The silicide curvature is a particular weakness. Real TiSi₂ is nearly a line compound, whereas 24 eV gives it a positive driving force over a window of about ±0.08 in \(c\). A stiffer silicide has a larger \(\alpha\) and also a smaller \(f^*\): with 100 eV and the other inputs unchanged, the critical thickness rises from 5.9 nm to about 17 nm. For the polymorphic transformation of assumption 2, the similarity to the thickness of real layers therefore depends on the curvature chosen here.

The neglected effects differ in weight.

- **Non-parabolic driving force.** The full \(f(c)\) changes \(G_c\) by less than 0.1 % of the parabolic value.
- **Curved interfaces.** The critical sphere holds about 180 atoms. Replacing \(\gamma\) by \(\gamma/(1+2\delta/R)\) shifts \(G_c\) by +15 % for \(\delta=0.10\) nm and by −9 % for \(\delta=-0.10\) nm. These shifts refer to the merging of the barrier with the outer minimum; for negative \(\delta\) the formula diverges at \(R=-2\delta\) and creates an artificial minimum near 0.3 nm at any gradient.
- **Strain.** A linear misfit of 1 %, with a shear modulus of 60 GPa and a Poisson ratio of 0.30, lowers \(G_c\) by about 5 %. The strain energy grows as the square of the misfit, so strain is a small correction only for small misfits: at 3 % it would lower \(G_c\) by about 40 %.
- **Gradient energy of the parent.** The generous estimate \(|\Omega|a^2G^2\) with \(a=0.25\) nm is about 2 % of \(f^*\) at \(G_c\). Nearest-neighbour pairs on a cubic lattice give one sixth of that magnitude.
- **Internal mixing.** This can overturn the result. Complete mixing replaces the fifth-power term by −0.22 times its polymorphic value. If the diffusivity in the nucleus equalled that in the layer, mixing in a sphere of radius \(R_1\) would take only a few per cent of the time for diffusion across the critical layer, since the squared lengths are in the ratio 0.02. The polymorphic threshold therefore requires the nucleus to form before it can mix. Mixing confined to the nucleus removes the threshold, but a nucleus of uniform composition \(2/3\) that draws its atoms sideways from each slice of the parent keeps one. Its driving force is \(g_p(c)+g_p'(c)(2/3-c)-g_s(2/3)\approx0.050\ \text{eV}-\tfrac12 g_p''(c-2/3)^2\), which does not involve the silicide curvature and gives a critical thickness for spheres of about 3.9 nm.

Real contacts also have interfaces and grain boundaries at which nucleation is easier, and other silicides compete for the same layer. Neither effect is sized here. At \(2G_c\) the flat nucleus is only 0.85 nm thick, a few atomic layers, so the 2.9 nm limit is a continuum estimate. Using 5.9 nm as the thickness at which TiSi₂ can first form would be wrong even within the model, because flat nuclei are possible in thinner layers. It marks the thickness above which a nucleus held spherical, and kept from mixing, has a resting size. The remaining digits are in the numerical output.

## Computed values

```
INPUTS (rough typical magnitudes)
temperature = 773.15 K, kT = 0.0666 eV
interface energy = 0.20 J/m^2 = 1.2483 eV/nm^2
atomic density = 70.0 atoms/nm^3
parent interaction = -2.0 eV/atom
silicide curvature = 24.0 eV/atom
force at Si fraction 0.6667 = 0.050 eV/atom
layer Si fractions = 0.30 to 0.85
DRIVING FORCE
best Si fraction c* = 0.7029
largest force f* = 0.06290 eV/atom
parent curvature = 4.319 eV/atom
net curvature alpha = 19.681 eV/atom
g = 4.4031 eV/nm^3, kappa = 1377.7 eV/nm^3
CRITICAL GRADIENT
classical radius 2gamma/g = 0.5670 nm
classical barrier W0 = 1.6811 eV = 25.23 kT
G_c formula = 0.09400 per nm = 9.400e+05 per cm
G_c by search = 0.09400 per nm
merging radius R1 = 0.8505 nm
atoms in sphere R1 = 180
barrier at G_c = 2.2695 eV = 1.3500 W0
zero-energy gradient G0/G_c = 0.86066
film threshold / G_c = 2.00000
layer thickness at G0 = 6.798 nm
layer thickness at G_c = 5.851 nm
layer thickness at 2G_c = 2.925 nm
film half-thickness at 2G_c = 0.425 nm
THREE LAYERS
8.0 nm: G = 0.06875 per nm, G/G_c = 0.7314
  barrier: R = 0.6281 nm, E = 1.8850 eV
  minimum: R = 1.6253 nm, E = -6.8128 eV
6.3 nm: G = 0.08730 per nm, G/G_c = 0.9287
  barrier: R = 0.7082 nm, E = 2.1001 eV
  minimum: R = 1.1088 nm, E = 1.5148 eV
4.0 nm: G/G_c = 1.4627, no spherical minimum
  spheroid barrier = 3.0410 eV = 45.64 kT
  half-axes: across 1.203, along 0.587 nm
NEGLECTED EFFECTS
spheroid barrier at G_c = 2.0696 eV = 1.2311 W0
  half-axes: across 0.734, along 0.570 nm
full force: window 0.6229 to 0.7829
full force: G_c = 0.09401 per nm (+0.00 %)
Tolman length +0.10 nm: G_c +15.3 %
Tolman length -0.10 nm: G_c -8.9 %
strain inputs: 60 GPa, Poisson 0.30, misfit 1 %
strain energy = 0.1391 eV/nm^3, G_c -4.7 %
parent gradient energy / f* = 1.76 % (spacing 0.25 nm)
well depth equals kT at G/G_c = 0.9813
R^5 term, mixed/polymorphic = -0.2195
mixing/layer diffusion time (same D) = 0.0211
```
